\section*{Why Atomic Number Alone Does Not Fix the Coupling Scheme}

\section{One shell, two nuclear charges}

\textbf{Q.} Spin-orbit coupling grows steeply with nuclear charge. So light atoms are LS coupled and heavy atoms are jj coupled, and $Z$ tells me which scheme to use. What could be wrong with that?

\textbf{A.} The first sentence holds for a given shell. The second compares different shells. Let us write down what competes. Within one configuration of a free atom,
\begin{equation}
H=H_{\rm C}+\sum_i\zeta_i\,\mathbf l_i\cdot\mathbf s_i,\qquad
\zeta=\frac{\alpha^2}{2}\Big\langle\frac1r\frac{dV}{dr}\Big\rangle .
\end{equation}
I use hartree units; $\alpha$ is the fine-structure constant and $V$ the central potential energy. The Coulomb part $H_{\rm C}$ is built from direct integrals $F^k$ and exchange integrals $G^k$, where $k$ is a multipole rank, not a power:
\begin{equation}
F^k(a,b)=\iint \frac{r_<^k}{r_>^{k+1}}\,u_a^2(r_1)\,u_b^2(r_2)\,dr_1dr_2 .
\end{equation}
For $G^k$ both densities are replaced by $u_au_b$. Multiplying all of $H$ by one number changes no eigenvector, so only ratios of these energies can matter.

\textbf{Q.} Show me a case where the ratio can be followed from one scheme to the other.

\textbf{A.} Take $p^4$ with $J=2$, and treat it as two holes in $p^6$. Hole--hole repulsion gives the same term differences as electron--electron repulsion, while spin-orbit energy changes sign, because a full shell has none.

For the repulsion we need $C^2_0=(3\cos^2\theta-1)/2$, whose mean is $-\frac15$ for $m=\pm1$ and $\frac25$ for $m=0$, and $|\langle1|C^2_1|0\rangle|^2=\frac3{25}$. The determinant $(1^+,1^-)$ belongs to $^1D$, and $(1^+,0^+)$ to $^3P$. Hence, apart from $F^0$,
\begin{align}
E(^1D)&=\left(-\tfrac15\right)^2F^2=\tfrac1{25}F^2,\\
E(^3P)&=\left(-\tfrac15\right)\left(\tfrac25\right)F^2-\tfrac3{25}F^2=-\tfrac5{25}F^2 ,
\end{align}
where the last subtraction is exchange between parallel spins. The gap is $6F^2/25$.

For the spin-orbit part, $\mathbf l\cdot\mathbf s$ is $\frac12$ for $j=\frac32$ and $-1$ for $j=\frac12$. With the hole sign, the two $J=2$ states have energies $-\zeta$ for $(\frac32,\frac32)$ and $+\frac12\zeta$ for $(\frac32,\frac12)$. Their sum is $-\zeta/2$ and their product $-\zeta^2/2$. In the LS basis the diagonal element of the singlet $^1D_2$ vanishes, so that of $^3P_2$ is $-\zeta/2$. The determinant is then $-V^2=-\zeta^2/2$, so $V=\zeta/\sqrt2$. Measured from the Coulomb energy of $^3P$,
\begin{equation}
H=\begin{pmatrix}-\zeta/2&\zeta/\sqrt2\\ \zeta/\sqrt2&6F^2/25\end{pmatrix},
\qquad D=\frac{6F^2}{25}+\frac\zeta2 .
\end{equation}

Apart from the mean energy, the lower root is $-R/2$ with $R=\sqrt{D^2+4V^2}$. If $w$ is the $^3P_2$ weight, the expectation value of $\partial H/\partial D$ is $-\frac12[w-(1-w)]$. It must equal $\partial(-R/2)/\partial D=-D/(2R)$. Therefore
\begin{equation}
w=\frac12\left(1+\frac{D}{\sqrt{D^2+4V^2}}\right)
=\frac12\left(1+\frac{D}{\sqrt{D^2+2\zeta^2}}\right).
\label{eq:w}
\end{equation}
For $\zeta\ll F^2$ this tends to 1. For $\zeta\gg F^2$ we have $D\to\zeta/2$ and $R\to3\zeta/2$, so $w\to\frac23$.

\textbf{Q.} And with real numbers?

\textbf{A.} I take radial functions from nonrelativistic Hartree--Fock for the average of the configuration, and $\zeta$ from the direct field of the other electrons. This leaves out the exchange and spin-other-orbit parts of the two-electron spin-orbit interaction and makes $\zeta$ too large: for the $2p$ hole of Ne$^+$ the full Breit--Pauli value is $2.36\times10^{-3}$, against the $2.72\times10^{-3}$ used below. For Ne$^{2+}$, $F^2=0.5225$ and $\zeta=0.00313$. Then $D=0.1254+0.0016=0.1270$ and $w=0.9997$: LS coupling.

For the ion with the same $2p^4$ shell and $Z=59$, $F^2=4.85$ and $\zeta=11.26$. Then $D=1.16+5.63=6.80$, $R=17.32$ and $w=0.696$, close to the jj limit. The weight of the lowest jj configuration is 0.999. At this charge the nonrelativistic $\zeta$ is only a guide: for a hydrogenic $2p$ electron with $Z=59$ the Dirac splitting is 13\% larger than $\frac32\zeta$, which points further toward jj.

\textbf{Q.} That is my rule at work.

\textbf{A.} Yes, for a fixed shell structure. In a hydrogenic shell lengths scale as $1/Z$, so $F^2\propto Z$, while $\zeta\propto Z\langle r^{-3}\rangle\propto Z^4$. The ratio grows as $Z^3$. Screening modifies this law, but not the direction seen here.

\section{The same nucleus with a 4f shell}

\textbf{Q.} Then praseodymium, with $Z=59$, is a jj atom.

\textbf{A.} Its nucleus is the one we just used, but in Pr$^{3+}$ the open shell is $4f^2$. There $F^2=0.474$ and $\zeta=0.00462$. The ratio $\zeta/F^2$ is 0.0097, much nearer to the 0.0060 of Ne$^{2+}$ than to the 2.3 of the other $Z=59$ ion.

\textbf{Q.} How can the same nucleus give a spin-orbit energy over two thousand times smaller?

\textbf{A.} Part of the answer is hydrogenic. The radial Hamiltonian contains $l(l+1)/2r^2$, and $E=-Z^2/2n^2$ with $n=n_r+l+1$. Differentiating both with respect to $l$ at fixed $n_r$ gives
\begin{equation}
\frac{2l+1}{2}\langle r^{-2}\rangle=\frac{Z^2}{n^3}.
\end{equation}
For $l\ge1$ the mean radial force vanishes in a stationary state, so $l(l+1)\langle r^{-3}\rangle=Z\langle r^{-2}\rangle$. Together,
\begin{equation}
\langle r^{-3}\rangle=\frac{Z^3}{n^3\,l(l+\frac12)(l+1)} .
\label{eq:r3}
\end{equation}
The denominator is 24 for $2p$ and 2688 for $4f$, a factor of 112 at equal charge. The remaining factor of about 22 comes from screening: the other electrons lower $\zeta$ below its hydrogenic value by a factor of 26 for $4f$, but only by 1.19 for $2p$. Yet $4f$ is compact enough to keep a large mutual repulsion.

\textbf{Q.} Does a small $\zeta/F^2$ guarantee a pure LS ground level?

\textbf{A.} One must look at the states that really mix. The ground level is $^3H_4$; the other $J=4$ states of $f^2$ are $^3F_4$ and $^1G_4$. The spin-orbit operator is a vector in orbital space and changes $L$ by at most one, so $^3H_4$ couples directly to $^1G_4$ but not to $^3F_4$.

Within a two-electron triplet each $\mathbf s_i$ acts as $\mathbf S/2$, so the diagonal energy is $\frac12\zeta\,\mathbf L\cdot\mathbf S$. This gives $-3\zeta$ for $^3H_4$ and $+\frac32\zeta$ for $^3F_4$; for $^1G_4$ it is zero. Let $a\zeta$ and $b\zeta$ be the couplings of $^1G_4$ to $^3H_4$ and $^3F_4$. In the jj basis, $\mathbf l\cdot\mathbf s$ is $-2$ for $f_{5/2}$ and $\frac32$ for $f_{7/2}$, so the three eigenvalues are $-4,-\frac12,3$ in units of $\zeta$. Equating the sums of squares and the determinants,
\begin{align}
16+\tfrac14+9&=9+\tfrac94+2a^2+2b^2&&\Rightarrow\quad a^2+b^2=7,\\
6&=3b^2-\tfrac32a^2&&\Rightarrow\quad a^2=\tfrac{10}3 .
\end{align}
So $V=\sqrt{10/3}\,\zeta=0.0084$. The Coulomb gap is 0.0327, and the spin-orbit energy widens it by $3\zeta=0.0138$, so $D=0.0465$. From the first form of (\ref{eq:w}), the $^1G_4$ admixture is
\begin{equation}
1-w=\frac12\left(1-\frac{0.0465}{\sqrt{0.0465^2+4(0.0084)^2}}\right)\approx0.030 .
\end{equation}
Full diagonalization gives 0.033; the difference comes from $^3F_4$, the only $J=4$ state left out. The ground level is about 97\% $^3H_4$.

\textbf{Q.} If I halve $\zeta$, the admixture should fall by four.

\textbf{A.} For weak spin-orbit coupling, yes: $1-w\approx V^2/D^2\propto\zeta^2$. At the real strength the gap changes too. In the estimate $V^2/D^2$ the factor becomes $4(0.0396/0.0465)^2\approx2.9$. The full two-state formula gives 2.7, and diagonalization, which includes $^3F_4$, gives 2.9. Starting from $\zeta/64$, it gives 3.97.

\textbf{Q.} Perhaps $f^2$ is a lucky case.

\textbf{A.} For the ions from Pr$^{3+}$ to Tm$^{3+}$, the weight of the ground term lies between 0.929 (Eu$^{3+}$) and 0.992 (Tm$^{3+}$). The model omits correlation and relativistic changes of the orbitals, so I also reduced all the repulsion integrals by 30\%. Eu$^{3+}$ then falls to 0.84, and Dy$^{3+}$ and Ho$^{3+}$ to 0.88. The ground term still dominates in every ion. This test is harsher than nature, because it keeps $\zeta$, which the direct field makes too large as well; with $F^k$ and $\zeta$ fitted to measured spectra the weights of these three ions are near 0.93. None of this says that excited lanthanide levels are pure.

\textbf{Q.} Tm$^{3+}$ has a larger $\zeta/F^2$ than Pr$^{3+}$, yet it is purer. Doesn't that contradict you?

\textbf{A.} It shows which ratio counts: coupling over gap, not $\zeta/F^2$ by itself. In $f^{12}$ there are two holes, and $J=6$ contains just $^3H_6$ and $^1I_6$. The jj energies are $-3\zeta$ and $+\frac12\zeta$. As for $p^4$, the singlet diagonal element is zero, so $V^2=\frac32\zeta^2$ and $V=0.0175$. Putting $w=0.9924$ into (\ref{eq:w}) gives $D\approx0.20$, about four times the gap in Pr$^{3+}$. The coupling has only doubled.

\section{A light atom with a distant electron}

\textbf{Q.} At least neon is safe. With $Z=10$ it must be LS.

\textbf{A.} Ne$^{2+}$ was. Now take neutral neon with configuration $2p^5\,4f$. The $4f$ electron is far outside a core of charge 1, so I treat it as hydrogenic. With $r_<$ belonging to $2p$ and $r_>$ to $nf$,
\begin{equation}
F^2(2p,nf)\approx\langle r^2\rangle_{2p}\langle r^{-3}\rangle_{nf},\qquad
\zeta_{nf}=\frac{\alpha^2}{2}\langle r^{-3}\rangle_{nf}.
\end{equation}
For the Ne$^+$ core $\langle r^2\rangle_{2p}=0.982$. Equation (\ref{eq:r3}) with $Z=1$ gives $F^2=0.982/2688=3.65\times10^{-4}$ and $\zeta_{4f}=9.9\times10^{-9}$. The core keeps its own $\zeta_{2p}=2.72\times10^{-3}$, and the largest exchange integral is $G^2=4.8\times10^{-7}$. Thus
\begin{equation}
\zeta_{2p}\gg F^2\gg G^k,\ \zeta_{4f}.
\end{equation}
The nucleus is light, but the repulsion that would have to enforce LS coupling has become weaker than the core's spin-orbit energy.

\textbf{Q.} So it is jj coupled?

\textbf{A.} Follow the energies in order. The largest one fixes $j_c$ of the core: the hole has energy $-\zeta_{2p}/2$ for $j_c=\frac32$ and $+\zeta_{2p}$ for $j_c=\frac12$. Next comes $F^2$, which couples the core to the orbital motion of the outer electron but does not touch its spin. It conserves $\mathbf K=\mathbf j_c+\mathbf l$. The outer spin comes last, $\mathbf J=\mathbf K+\mathbf s$, and each $K$ gives a close pair $J=K\pm\frac12$. This is jK coupling.

\textbf{Q.} Can you predict the energies of the pairs?

\textbf{A.} To first order they are the energy of two quadrupoles. Inside a state of fixed angular momentum $j$, $C^2_0$ is proportional to $T_0=(3j_z^2-\mathbf j^2)/2$, which equals $j(2j-1)/2$ in the stretched state. An electron with $m=l$ has density $\propto\sin^{2l}\theta$, so $\langle\cos^2\theta\rangle=1/(2l+3)$ and $\langle C^2_0\rangle=-l/(2l+3)$.

For $f$ the proportionality constant is $(-\frac13)/\frac{15}2=-\frac2{45}$. For a $p_{3/2}$ electron it is $(-\frac15)/\frac32=-\frac2{15}$; for the hole the sign reverses, since the full shell has no quadrupole. The product is $-\frac4{675}$.

For classical unit vectors the scalar product of two such tensors is $\frac32(\mathbf n\cdot\mathbf n')^2-\frac12$. For operators the Cartesian tensor must be symmetrized:
\begin{equation}
\sum_{ab}\tfrac12(j_aj_b+j_bj_a)\,l_al_b=h^2+\tfrac12h,\qquad h=\mathbf j_c\cdot\mathbf l .
\end{equation}
Here $j_a$ is a Cartesian component of $\mathbf j_c$. The extra $h/2$ arises because $j_bj_a=j_aj_b-i\sum_d\epsilon_{abd}\,j_d$ and $\mathbf l\times\mathbf l=i\mathbf l$. With $\mathbf j_c^2\,\mathbf l^2=\frac{15}4\cdot12=45$,
\begin{equation}
E_K=-\frac{4}{675}F^2\left[\frac32h^2+\frac34h-\frac{45}2\right],\quad
h=\frac{K(K+1)-\frac{63}4}{2}.
\end{equation}
For $K=\frac32,\frac52,\frac72,\frac92$ one has $h=-6,-\frac72,0,\frac92$, and
\begin{equation}
\frac{E_K}{F^2}=-\frac4{25},\quad\frac1{25},\quad\frac2{15},\quad-\frac1{15}.
\end{equation}
Weighted with $2K+1$ these sum to zero, as a quadrupole energy must.

For $K=\frac32$ this gives $-5.84\times10^{-5}$; diagonalization gives $-5.86\times10^{-5}$. The four $K$ energies span $1.07\times10^{-4}$ hartree, or 23 cm$^{-1}$. Neighbouring ones are $3.4\times10^{-5}$ to $3.8\times10^{-5}$ apart, while the widest pair is split by $1.7\times10^{-7}$.

\textbf{Q.} The agreement for $K=\frac52$ is worse: $1.34\times10^{-5}$ against $1.46\times10^{-5}$.

\textbf{A.} That value of $K$ also occurs for $j_c=\frac12$, so $F^2$ mixes the two cores. Ignore the core spin for a moment. The same quadrupole formula, with core angular momentum 1 and hole constant $\frac25$, gives $-\frac4{25}F^2$ for $L=2$ and $\frac15F^2$ for $L=3$. These two $L$ values make up $K=\frac52$. In the $j_c$ basis the diagonal elements are $\frac1{25}F^2$ and 0, since $j_c=\frac12$ has no quadrupole. Equal determinants require $V^2=\frac4{125}(F^2)^2$. The core gap is $\frac32\zeta_{2p}$, so the lower level is pushed down by about
\begin{equation}
\frac{4}{125}\,\frac{(3.65\times10^{-4})^2}{4.08\times10^{-3}}\approx1.0\times10^{-6},
\end{equation}
most of the difference. The rest, about $10^{-7}$, has the size of the omitted exchange terms.

\section{Labels, patterns and high n}

\textbf{Q.} How pure are the levels?

\textbf{A.} For $2p^5\,4f$ the smallest jK weight is 0.9997. The best LS label has a mean weight of 0.62. The smallest jj weight is 0.91.

\textbf{Q.} Then jj is nearly as good!

\textbf{A.} As a label, it is respectable, because states of the two schemes overlap strongly. In the same way, the jj weight in Ne$^{2+}$ is 0.68 although the level is LS. Weights should be read together with the energies. Here the close pairs follow $K$, not the outer electron's $j$.

One can also reverse the order of $F^2$ and $\zeta_{4f}$ by multiplying $\zeta_{4f}$ artificially by $10^6$. The smallest jj weight then becomes 0.9998, and the smallest jK weight drops to 0.914.

\textbf{Q.} Would a higher $n$ do that naturally? The repulsion keeps falling.

\textbf{A.} Both energies fall together:
\begin{equation}
\frac{F^2}{\zeta_{nf}}\approx\frac{2\langle r^2\rangle_{2p}}{\alpha^2}\approx3.7\times10^4,
\end{equation}
independent of $n$. For $j_c=\frac32$, where $F^2$ separates the $K$ values in first order, raising $n$ therefore does not produce jj coupling in this model.

\textbf{Q.} Yet for $8f$ the smallest jK weight is 0.998, lower than for $4f$.

\textbf{A.} That comes from $j_c=\frac12$. Its first-order quadrupole energy is zero. Exchange is not negligible on this small scale, but apart from a shift common to all levels it acts through the transition density $u_pu_f$ of rank $k$, which connects the closed shell only to an electron--hole pair with $S=0$ and $L=k$. Here $k=2,4$, so it affects levels with $J=2$ and $J=4$, but not $J=3$. Apart from the effect of $\zeta_{8f}$, the two $J=3$ levels, with $K=\frac52$ and $K=\frac72$, therefore separate only through mixing with the other core. The upward shifts are $\frac4{125}$ and, by the same determinant argument with $L=3,4$, $\frac1{75}$, in units of $(F^2)^2/(\frac32\zeta_{2p})$. For $8f$, $F^2=4.56\times10^{-5}$, and the separation is just $9.5\times10^{-9}$.

Both $K$ values contain $J=3$, where $\zeta_{8f}=1.24\times10^{-9}$ can mix them. Projecting $\mathbf l$ on $\mathbf K$ gives diagonal elements of $\mathbf l\cdot\mathbf s$ equal to $\frac{10}7$ and $-\frac{27}{14}$. Its eigenvalues are $\frac32$ and $-2$, so the squared coupling is $3-\frac{270}{98}=\frac{12}{49}$. The total gap is $9.5\times10^{-9}+\frac{47}{14}\zeta_{8f}=1.37\times10^{-8}$, and the admixture is
\begin{equation}
\frac{12}{49}\left(\frac{1.24\times10^{-9}}{1.37\times10^{-8}}\right)^2\approx0.002,
\end{equation}
as found. Within one configuration this second-order separation falls as $n^{-6}$, but $\zeta_{nf}$ as $n^{-3}$. At high enough $n$ these two $J=3$ levels then go over to jj coupling within the model (their jK weight falls only to 0.98), while their $j_c=\frac32$ neighbours stay jK. This is a property of the one-configuration model, not a prediction for neon. The $8f$ levels with $j_c=\frac12$ lie between the $11f$ and $12f$ levels with $j_c=\frac32$, and $F^2$ couples to those too: a sum over all hydrogenic $n'f$ states changes the separation to about $-3\times10^{-8}$, and it then varies irregularly with $n$. From $n=12$ on, the $j_c=\frac12$ levels lie above the $j_c=\frac32$ ionization limit and can autoionize. The magnetic moment of the core, which acts on the outer electron at the order of $\zeta_{nf}$, is also left out.

\textbf{Q.} So even one configuration can need two schemes. What should I ask instead of ``what is $Z$?''

\textbf{A.} Ask which states a neglected interaction connects, and compare that coupling with their energy gap. Nuclear charge enters both quantities, but so do the shell, its occupation and the distance of the outer electron. The numerical output lists $F^2$, the spin-orbit energies and the weights for the cases above, for neon also the exchange integrals, and for Pr$^{3+}$ also the coupling and the gap.

\section*{Calculated quantities}
\begin{verbatim}
Ne HF energy, radial code: -128.54709 hartree
Ne HF energy, pyscf: -128.54709 hartree
2p^4 ground level (energies in hartree):
 Z=10: F2=0.5225 zeta=0.003134 zeta/F2=0.00600
  weights: LS 0.999696, formula 0.999696, jj 0.683010
 Z=59: F2=4.8513 zeta=11.263973 zeta/F2=2.32184
  weights: LS 0.696211, formula 0.696211, jj 0.998995
4f^N ions, charge +3; last two columns: weights with 0.7 F^k
 ion Z level F2/hartree zeta/hartree LS jj LS(0.7F) jj(0.7F)
 Pr 59 3H4 0.4743 0.004615 0.9673 0.8841 0.9482 0.9130
 Nd 60 4I9/2 0.4923 0.005298 0.9694 0.6126 0.9451 0.6680
 Pm 61 5I4 0.5094 0.006036 0.9733 0.3308 0.9484 0.3849
 Sm 62 6H5/2 0.5260 0.006830 0.9576 0.1671 0.9132 0.2254
 Eu 63 7F0 0.5421 0.007685 0.9291 0.1488 0.8408 0.2439
 Gd 64 8S7/2 0.5577 0.008605 0.9723 0.0155 0.9434 0.0230
 Tb 65 7F6 0.5731 0.009591 0.9552 0.0990 0.9120 0.1370
 Dy 66 6H15/2 0.5881 0.010647 0.9353 0.3111 0.8785 0.3959
 Ho 67 5I8 0.6028 0.011777 0.9323 0.5837 0.8825 0.6650
 Er 68 4I15/2 0.6173 0.012984 0.9726 0.7599 0.9525 0.8030
 Tm 69 3H6 0.6317 0.014272 0.9924 0.9124 0.9869 0.9274
Pr3+ zeta/F2: 0.00973
Pr3+ 3H4-1G4 (hartree): Coulomb gap 0.03269, spin-orbit gap 0.01384, coupling 0.00843
Pr3+ admixture: full 0.0327, two-level 0.0299, two-level with Coulomb gap only 0.0556
Pr3+ admixture ratio, zeta over zeta/2: 2.879
Pr3+ admixture ratio, zeta/64 over zeta/128: 3.974
Smallest 4f^N LS weight: 0.9291, with 0.7 F^k: 0.8408
Ne+ zeta_2p: 0.002721 hartree
Ne+ <r^2>_2p: 0.9820 bohr^2
Ne 2p^5 4f: F2=3.6526e-04 G2=4.785e-07 G4=3.068e-07 hartree
 zeta_4f=9.905e-09 hartree, zeta_2p/F2=7.450, F2/zeta_4f=36875
 LS weight: mean 0.62278, least 0.41160
 jj weight: mean 0.96085, least 0.91308
 jK weight: mean 0.99987, least 0.99968
Ne 2p^5 8f: F2=4.5643e-05 G2=1.470e-07 G4=9.440e-08 hartree
 zeta_8f=1.238e-09 hartree, zeta_2p/F2=59.619, F2/zeta_8f=36863
 LS weight: mean 0.62475, least 0.41604
 jj weight: mean 0.96222, least 0.91206
 jK weight: mean 0.99966, least 0.99800
Ne 2p^5 4f, j_c=3/2: E_K, formula, pair splitting (hartree)
 K=3/2: -5.8558e-05 -5.8442e-05 1.69e-07
 K=9/2: -2.4509e-05 -2.4351e-05 1.75e-08
 K=5/2: 1.3425e-05 1.4610e-05 6.65e-08
 K=7/2: 4.8082e-05 4.8702e-05 4.07e-08
Span of the four K energies: 1.0664e-04 hartree = 23.40 cm^-1
Ne 4f with zeta_4f times 1e6, least weights: jj 0.99977, jK 0.91374
\end{verbatim}
